# Using the Breit operator beyond first-order perturbation theory, part 2

The questioner's rule is that the Breit operator \(B\) belongs in first-order perturbation theory and nowhere else; the dialogue asks what fails when it is iterated. In hartree atomic units, \(c=1/\alpha=137.036\), with clamped point nuclei, \(r=|\mathbf r_1-\mathbf r_2|\) and \(\mathbf n=(\mathbf r_1-\mathbf r_2)/r\),
\[ h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V,\qquad B=-\alpha_{1i}\,T_{ij}\,\alpha_{2j},\qquad T_{ij}=\frac{\delta_{ij}+n_in_j}{2r}. \]
\(\boldsymbol\Sigma\) are the block-diagonal spin matrices, \(z\) lies along \(\mathbf n\), \(g=1/r+B\), and DC means Dirac–Coulomb. Labels \(++\), \(+-\), \(--\) give each electron's branch: positive (mostly upper, or large, component) or negative (mostly lower, or small, near \(-2c^2\)). The no-pair operator is \(\Lambda_+\Lambda_+(h_1+h_2+1/r+B)\Lambda_+\Lambda_+\), with \(\Lambda_+\) the positive-branch projector. \(P\) projects on \(++\), \(Q=1-P\), and \(E-QHQ\) is about \(+2c^2\) on \(+-\) and \(+4c^2\) on \(--\).

Current vertices are of order \(1/c\) for \(++\) and 1 for \(-+\); charge vertices are of order 1 and \(1/c\). Unprojected iteration of \(B\) therefore adds a spurious \(K/c^2\) through \(--\), with \(K=\tfrac14\|P_{SS}B\psi\|^2\), \(\psi\) the nonrelativistic state and \(P_{SS}\) the projection on products of small-component functions. For a singlet \(K\le\langle r^{-2}\rangle\), the complete-basis value.

Static \(B\) requires \(|\Delta E|\,r/c\ll1\), with \(\Delta E\) the electronic excitation. With the retarded photon correlation \(\mathcal D_{ij}\), whose time integral is \(T_{ij}\), the pair process gives \(V_{2\gamma}=-\frac1{2\pi c^3r^3}\) for \(r\gg1/c\). Its integral over \(u=c|\tau|/r\) is \(\int_0^\infty\mathcal D_{ij}\mathcal D_{ij}\,du=(c/(\pi r^2))^2\,\pi/2\).

The lift builds four-component states from \(\psi\) with blocks \(\psi\), \(a_1\psi\), \(a_2\psi\), \(a_1a_2\psi\), where \(a_i=\boldsymbol\sigma_i\cdot\mathbf p_i/(2c)\). With \(\hat t_i=p_i^2/2\) and \(W\) all Coulomb potentials, the DC energy is
\[ E=E_{NR}+\frac1{4c^2}\sum_{i\neq j}\langle\boldsymbol\sigma_i\cdot\mathbf p_i\psi|\,\hat t_j+W-E_{NR}\,|\boldsymbol\sigma_i\cdot\mathbf p_i\psi\rangle , \]
which becomes the Pauli form for exact \(\psi\). For a singlet, the Breit part is
\[ E_B=c^{-2}\big[-\langle p_{1i}T_{ij}p_{2j}\rangle+2\pi\langle\delta(\mathbf r)\rangle\big]+\dots \]
The first term is orbit-orbit, the second contact; only the contact term remains for a doubly occupied real orbital. In a fixed finite basis, changing the projector moves the energy only at \(c^{-4}\).

Q: A contact operator diverges in second order. Does the all-order no-pair solution not inherit that?

A: The Pauli form would; the four-component form cuts it off. By power counting, which the finite-basis example cannot test, the contact term connects \(\psi\) to a \(++\) state of relative momentum \(k\) with an element of order \(c^{-2}\) and a denominator \(-k^2\), giving \(-c^{-4}\int d^3k/k^2\), which grows linearly with the upper limit. Above \(k\sim c\) the lift fails, the element falls as the transform of \(B\), like \(1/k^2\), the denominator grows as \(ck\), and \(\int_c^\infty d^3k/(k^4\,ck)\) converges to order \(c^{-3}\). Both regions give \(c^{-3}\). The remainder is thus \(O(c^{-4})\) in a fixed finite basis and \(O(\alpha^3)\) in a complete one. That remainder is only part of the true \(\alpha^3\) energy, so the claim of correctness ends at \(\alpha^2\).

Q: Now the self-consistent field. A four-component program diagonalizes the Fock matrix in the whole spinor space, and no projector is written anywhere. Why do the \(--\) states not return?

A: Occupying the lowest orbitals of the positive branch of the Fock operator is the projection, renewed at each iteration. What matters is how a determinant can vary. Change the occupied spinors as \(|i\rangle\to|i\rangle+\sum_a\kappa_{ai}|a\rangle\), with \(a\) running over unoccupied spinors of both branches. The determinant becomes \(\Phi+\sum\kappa_{ai}\Phi_i^a+\tfrac12\sum\kappa_{ai}\kappa_{bj}\Phi_{ij}^{ab}+\dots\), so a double replacement has no amplitude of its own, only the product of two single ones. Expanding the normalized energy with canonical orbitals of energies \(\varepsilon\), and \(x=(\kappa,\kappa^*)\),
\[ E=E_0+2\,\mathrm{Re}\sum\kappa_{ai}^*F_{ai}+\tfrac12x^\dagger Mx,\qquad M=\begin{pmatrix}\mathsf A&\mathsf B\\ \mathsf B^*&\mathsf A^*\end{pmatrix}, \]
\[ \mathsf A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+\langle aj\|ib\rangle,\qquad \mathsf B_{ai,bj}=\langle ab\|ij\rangle, \]
where \(\langle pq\|rs\rangle=\langle pq|g|rs\rangle-\langle pq|g|sr\rangle\). Here \(F_{ai}=\langle\Phi_i^a|H|\Phi\rangle\) is the Fock element, \(\mathsf A\) is \(\langle\Phi_i^a|H-E_0|\Phi_j^b\rangle\), and \(\mathsf B\) comes from \(\langle\Phi_{ij}^{ab}|H|\Phi\rangle\). Start from the DC solution and switch on \(B\). The gradient is \(F_{ai}=\sum_j\langle aj\|ij\rangle_B\). For positive \(a\) both vertices are \(++\), so it is \(c^{-2}\). For negative \(a\), in the direct and in the exchange term, one vertex is \(-+\) and the other \(++\), so it is \(c^{-1}\). The stationary value of the quadratic form is \(-\tfrac12G^\dagger M^{-1}G\) with \(G=(F,F^*)\). Positive directions contribute \(-O(c^{-4})\). Negative directions, where \(M\approx-2c^2\), contribute \(+O(c^{-2}/c^2)\). The block of \(M\) that mixes the two is \(O(c^{-1})\) and enters the energy at \(c^{-2}\cdot c^{-1}\cdot c^{-2}\cdot c^{-1}=c^{-6}\). So the self-consistent Breit energy equals the first-order one up to \(c^{-4}\).

The dangerous element is present: \(\mathsf B\) with \(a,b\) both negative is \(\langle--\|ij\rangle=O(1)\). But it sits in the Hessian beside \(-2c^2\) and changes \(M^{-1}\) by a relative \(c^{-2}\). The amplitude of a \(--\) configuration in the determinant is \(\kappa_-^2\sim(c^{-1}/c^2)^2=c^{-6}\), against \(1/(4c^2)\) in the unprojected eigenvector.

The signs of the Hessian follow. Block elimination is a congruence, so \(M\) has as many positive and negative eigenvalues as \(M_{--}\) and \(M_{++}-M_{+-}M_{--}^{-1}M_{-+}\) together. The first is negative as long as the two-electron elements are small against \(2c^2\). The second is then \(M_{++}\) plus a non-negative term, and \(M_{++}\) tends to the nonrelativistic Hartree–Fock Hessian. If the nonrelativistic solution is a strict minimum, the solution with \(B\) is a minimum in positive and a maximum in negative directions, as it is without \(B\). If that Hessian is indefinite, the instability is one of the mean field and was there before \(B\). If it is singular, a zero mode fixed by symmetry, such as the Kramers spin flip of a one-electron system, stays zero; along the others terms of order \(c^{-2}\), \(B\) among them, can decide the sign, and this argument says nothing about them.

Q: That is local. The Breit interaction attracts parallel currents. Can the projected operator not collapse?

A: There is a lower bound under a condition. Write \(\alpha_i=\rho\,\Sigma_i\), with \(\rho\) exchanging upper and lower parts, commuting with \(\Sigma\) and having eigenvalues \(\pm1\). Then \(rB=-\rho_1\rho_2\cdot\tfrac12[\boldsymbol\Sigma_1\cdot\boldsymbol\Sigma_2+\Sigma_{1z}\Sigma_{2z}]\). The spin factor is \(-2\) for the singlet, \(\tfrac12(1+1)=1\) for the triplet with \(m=\pm1\) and \(\tfrac12(1-1)=0\) for \(m=0\). The eigenvalues of \(rB\) are \(0,\pm1,\pm2\), so \(1/r+B\ge-1/r\) as a matrix at every point.

Next is Kato's inequality \(1/r\le(\pi/2)|\mathbf p|\). In momentum space \(\langle1/r\rangle=(2\pi^2)^{-1}\iint\tilde\psi^*(\mathbf p)\tilde\psi(\mathbf q)\,|\mathbf p-\mathbf q|^{-2}\). Use \(|\tilde\psi(\mathbf p)||\tilde\psi(\mathbf q)|\le\tfrac12[(p^2/q^2)|\tilde\psi(\mathbf p)|^2+(q^2/p^2)|\tilde\psi(\mathbf q)|^2]\); the two halves are equal by symmetry, so \(\langle1/r\rangle\le(2\pi^2)^{-1}\int d^3p\,|\tilde\psi|^2p^2I(p)\) with
\[ I(p)=\int\!\frac{d^3q}{q^2|\mathbf p-\mathbf q|^2}=\frac{2\pi}p\int_0^\infty\frac{dx}x\ln\Big|\frac{1+x}{1-x}\Big|,\qquad x=q/p, \]
from the angular integral \(\int_{-1}^1d\mu\,(p^2+q^2-2pq\mu)^{-1}=(pq)^{-1}\ln|(p+q)/(p-q)|\). The map \(x\to1/x\) makes the range above 1 equal to the range below, and \(\ln\frac{1+x}{1-x}=2\sum_nx^{2n+1}/(2n+1)\) gives \(4\sum_n(2n+1)^{-2}=\pi^2/2\). So \(pI=\pi^3=31.006\), and \(\pi^3p/(2\pi^2)=\pi p/2\). The inequality holds about any centre and for each spinor component. A variational search over Gaussians reaches the ratio \(1.5512\) against \(\pi/2=1.5708\), so the constant cannot be lowered by much more than one percent.

For \(N\) electrons on the positive branch of the free Dirac operator, \(c\boldsymbol\alpha\cdot\mathbf p+\beta c^2=\sqrt{c^2p^2+c^4}\ge c|\mathbf p|\). Give half of each pair bound \(-1/r_{ij}\) to each partner, and apply Kato's inequality in \(\mathbf r_i\) with the other coordinates fixed:
\[ H+Nc^2\ \ge\ \sum_i|\mathbf p_i|\Big[c-\frac\pi2\Big(\sum_AZ_A+\frac{N-1}2\Big)\Big]. \]
Nuclear repulsion only adds. The energy including rest mass is non-negative if \(\sum_AZ_A+(N-1)/2\le2c/\pi=87.24\). This covers neutral atoms up to \(Z=58\), where the left side is \(58+57/2=86.5\); for H\(_2\) it is \(2.5\). The condition is sufficient and crude, it is proved for free projectors only, and \(-Nc^2\) is a floor, not an estimate of any energy. It fails as \(N\) grows, and I claim nothing for unlimited \(N\).

Q: I would like to see all this in numbers for a real system.

A: Take H\(_2\) at \(R=1.4\) bohr. The large component has uncontracted \(s\) Gaussians with exponents \(1.3\) and \(0.23\) bohr\(^{-2}\) on each atom. The small component has \(p\) functions with the same exponents, which supply the lift, and \(s\) functions, which are included because \(B\) sends a product of \(s\) functions into the lower block without a derivative. That makes 8 positive and 32 negative spinors, 40 in all, and \(40\cdot39/2=780\) determinants: \(8\cdot7/2=28\) of type \(++\), and \(28+8\cdot32=284\) with \(+-\) added. The basis is far too small for accurate H\(_2\) energies, and the Breit quantities are not converged either. With cc-pVTZ the correlated Breit energy drops from the \(8.47\) microhartree found below to \(4.84\) and is still falling, \(\langle\delta(\mathbf r)\rangle\) goes from \(0.0291\) to \(0.0226\) bohr\(^{-3}\) (\(0.0210\) with cc-pVQZ), the orbit-orbit term goes from \(-0.023\) to \(-0.051\), and the Hartree–Fock Breit energy rises from \(13.45\) to \(14.45\) microhartree. The digits below are kept because every comparison is between two quantities in the same basis. The Breit integrals use \(T_{ij}=\delta_{ij}/r-\tfrac12\partial_i\partial_jr\), and the numerical check tests them against quadrature, finite differences and independently computed Coulomb integrals. Projectors come from \(h\) unless stated, \(c^{-2}=5.32514\times10^{-5}\), and DCB means DC plus \(B\).

The nonrelativistic configuration-interaction (CI) energy is \(-1.12033708\) hartree. The lifted formula predicts the Coulomb coefficient \(-0.161188\), and \(c^2\) times the no-pair DC shift is \(-0.161189\). For the Breit part, \(\langle\delta(\mathbf r)\rangle=0.029054\) bohr\(^{-3}\) gives \(2\pi\langle\delta\rangle=0.18255\), the orbit-orbit term is \(-0.023468\), and
\[ (0.182551-0.023468)\times5.32514\times10^{-5}=0.159083\times5.32514\times10^{-5}=8.4714\times10^{-6}\ \text{hartree}. \]
Diagonalizing in the \(++\) space, with \(B\) to all orders,
\[ -1.1203371924-(-1.1203456637)=8.4713\times10^{-6}\ \text{hartree}=1.859\ \text{cm}^{-1}. \]
First order on the no-pair DC state gives \(8.4716\) microhartree. The all-order value lies lower, as it must, since it is the minimum in the same space, and the gap of \(0.0003\) microhartree is what the difference at \(c=50\), \(-1.783\times10^{-8}\) hartree, becomes when scaled by \((50/137.036)^4\).

Now admit negative states. Adding \(+-\) moves the DCB energy from \(-1.1203371924\) to \(-1.1203371920\), by \(0.0004\) microhartree. Adding all negative states to the DC problem moves \(-1.1203456637\) to \(-1.1203456636\). Adding all of them to the DCB problem gives
\[ -1.1203100596-(-1.1203371924)=27.133\times10^{-6}\ \text{hartree}=5.955\ \text{cm}^{-1}. \]
The prediction, from the nonrelativistic vector alone, is \(K/c^2=0.509560\times5.32514\times10^{-5}=27.135\) microhartree. The shift needs both \(B\) and the \(--\) determinants, it is upward as the denominator \(+4c^2\) demands, and it is \(27.133/8.4713=3.2\) times the no-pair Breit energy. The bound on \(K\) for this \(\psi\) is \(\langle r^{-2}\rangle=0.588872\) bohr\(^{-2}\), or \(31.36\) microhartree, \(3.70\) times the no-pair Breit energy. These ratios belong to this basis: with cc-pVTZ the ratio of the bound to the Breit energy is \(5.9\). The basis reaches \(0.509560/0.588872=0.865\) of it. Adding small-component \(s\) and \(p\) exponents \(0.55\), \(3.0\), \(7.0\) raises \(K\) only to \(0.522644\), or \(0.888\) of the bound. The rest needs higher angular momenta. On a singlet \(T_{ij}\sigma_{1i}\sigma_{2j}\) acts as \(-\operatorname{tr}T=-2/r\), so \(B\psi\) is \(2\psi/r\) in the lower block, a function singular at \(r=0\) whose partial-wave expansion converges slowly. Eleven \(s\) and \(p\) exponents reach only \(0.889\) of the bound, while adding \(d\), \(f\) and \(g\) functions to the five exponents gives \(0.923\), \(0.940\) and \(0.949\).

The orders in \(1/c\) are read by repeating everything at \(c=25\) and \(c=50\) and taking \(\log_2\) of the ratio. The spurious shift falls from \(8.1349\times10^{-4}\) to \(2.0371\times10^{-4}\) hartree, exponent \(1.998\); the test requires 2 within \(0.05\). Ten residuals that the argument places at \(c^{-4}\) have exponents from \(3.99\) to \(4.04\); the test requires more than \(3.7\). Among them are the \(+-\) shift, the shift of the unprojected DC energy, the spurious shift minus \(K/c^2\), and the change of projector from \(h\) to the free operator (\(-1.118\times10^{-7}\) hartree at \(c=50\)) or to the DCB Fock operator (\(-5.884\times10^{-9}\) hartree). The argument fixes the order of the projector differences, not their sign.

Q: And the self-consistent field?

A: Started from the DC orbitals, with plain diagonalization in all 40 spinors, the DCB iteration converges in 6 cycles, and
\[ -1.0965784955-(-1.0965919415)=13.4460\times10^{-6}\ \text{hartree}=2.951\ \text{cm}^{-1}. \]
First order on the DC determinant gives \(13.4460\) microhartree, and the contact formula with \(\langle\delta\rangle=0.040188\) bohr\(^{-3}\) gives \(0.252506\times5.32514\times10^{-5}=13.4463\) microhartree. No trace appears of a \(--\) term of order \(c^{-2}\) like the 27 microhartree found in the CI, although the negative spinors are in the matrix at every cycle. One feature may look odd: the self-consistent value lies above the first-order one, by \(3.890\times10^{-8}\) hartree at \(c=25\) and \(2.436\times10^{-9}\) at \(c=50\). A pure minimization could only lower it. At order \(c^{-4}\) the relaxation is a non-positive part from positive directions plus a non-negative part from negative ones, so the sign says that here the second is the larger.

The Hessian has \(2\cdot2\cdot6=24\) positive eigenvalues, the smallest \(0.2658\) hartree, and \(2\cdot2\cdot32=128\) negative ones, the highest \(-37555.8\) hartree against \(-2c^2=-37557.7\). The counts are tested, and so is the quadratic form, against energies of explicitly rotated orbitals. The block \(\langle--\|ij\rangle\) has norm \(1.40\) hartree, of order 1 as the counting says.

Q: Then where does my rule still bind?

A: It binds wherever a method gives \(--\) configurations an amplitude of their own while using the static \(B\): a two-electron Dirac–Coulomb–Breit equation solved without projectors, or a correlation treatment whose virtual space includes the negative spinors. Such a problem has a second defect that the example hides. In a complete basis a \(+-\) state with the positive electron about \(2c^2\) up is degenerate with the bound state, and the resolvent \((E-QHQ)^{-1}\) is singular; this continuum dissolution occurs already with \(1/r\), and the compact basis contains no such fast electron. The counting also assumed momenta small against \(c\). Near a heavy nucleus the parameter is \(Z\alpha\), the terms called \(c^{-4}\) need not be small, and the choice of projector, retardation and radiative terms must be weighed together; there the \(\alpha^2\) statement is true but says little about accuracy, for first-order and self-consistent use alike.

Q: I would then restate it: the static Breit operator may be iterated among positive-energy states and may not be used to make pairs.

A: With correctness understood to order \(\alpha^2\), and stability understood as a minimax mean-field solution together with the lower bound under its stated condition, I accept that form.

## Numbers as computed

```
c = 137.035999 a.u.; c^-2 = 5.32514e-05; 1 hartree = 219474.63 cm^-1
H2 R = 1.4 bohr; exponents [1.3, 0.23], extra small [0.55, 3.0, 7.0] bohr^-2
spinors 40, determinants all 780, ++ 28, ++ and +- 284
eigenvalues of rB: [-2, -1, 0, 1, 2] ; singlet r^2 B^2 = 4.000000
time-integrated propagator r*T: transverse 0.500000, longitudinal 1.000000
integral of D:D over u = 1.570796; two-photon coefficient = -0.159155
at r = 1 bohr: spurious singlet 53.251, two-photon -0.0618 microhartree
retardation parameter at r = 1 bohr: dE=1 hartree 0.00730, dE=4c^2 548.1
Schur integral*p = 31.00628; variational Kato ratio 1.5512, pi/2 = 1.5708
2c/pi = 87.24; largest neutral Z covered 58; H2 value 2.5
H 2s c^2 E2: lifted -0.0390625, Pauli -0.0390625, Dirac -0.0390625 hartree
E NR CI = -1.12033708 hartree
Coulomb c^-2 coefficient = -0.161188; c^2(np DC - NR) = -0.161189 a.u.
<delta(r12)>: CI 0.029054, HF 0.040188 bohr^-3
orbit-orbit CI = -0.023468; 2 pi delta CI = 0.182551 a.u.
Breit-Pauli Breit coefficient: CI 0.159083, HF 0.252506 a.u.
K = 0.509560; K enlarged small basis = 0.522644; <r12^-2> = 0.588872 bohr^-2
E np_dc = -1.1203456637 hartree
E np_dcb = -1.1203371924 hartree
E pm_dcb = -1.1203371920 hartree
E full_dc = -1.1203456636 hartree
E full_dcb = -1.1203100596 hartree
E scf_dc = -1.0965919415 hartree
E scf_dcb = -1.0965784955 hartree
np CI Breit, all orders = 8.4713 microhartree = 1.8592 cm^-1
np CI Breit, first order = 8.4716 microhartree = 1.8593 cm^-1
Breit-Pauli CI = 8.4714 microhartree = 1.8593 cm^-1
SCF Breit = 13.4460 microhartree = 2.9511 cm^-1
first-order Breit on DC SCF = 13.4460 microhartree = 2.9511 cm^-1
Breit-Pauli HF = 13.4463 microhartree = 2.9511 cm^-1
spurious, DCB full - np = 27.1328 microhartree = 5.9550 cm^-1
K/c^2 = 27.1348 microhartree = 5.9554 cm^-1
closure limit <r12^-2>/c^2 = 31.3582 microhartree = 6.8823 cm^-1
closure limit / np CI Breit = 3.702
DCB full - np: c=25 8.1349e-04, c=50 2.0371e-04 hartree, exponent 1.998
residuals in hartree at c=25, c=50, and exponent of 1/c:
  np DC - NR - Coulomb c^-2 term: -6.725e-08, -4.245e-09, 3.99
  np Breit - Breit-Pauli: -3.840e-08, -2.342e-09, 4.04
  np Breit - first order: -2.840e-07, -1.783e-08, 3.99
  DCB (++,+-) - np: 3.532e-07, 2.219e-08, 3.99
  DC full - np: 1.216e-07, 7.640e-09, 3.99
  DCB full - np - K/c^2: -1.803e-06, -1.129e-07, 4.00
  free - nuclear projector: -1.778e-06, -1.118e-07, 3.99
  SCF - nuclear projector: -9.409e-08, -5.884e-09, 4.00
  SCF Breit - first order: 3.890e-08, 2.436e-09, 4.00
  SCF Breit - 2 pi delta/c^2: -2.528e-07, -1.580e-08, 4.00
DCB SCF iterations 6; Hessian positive 24, negative 128
Hessian min positive 0.2658, max negative -37555.8, -2c^2 = -37557.7 hartree
norm of <--||ij> Hessian block = 1.4021 hartree
```
